# Laplace Pressure Scale and Skeleton Stress around a Nanometre Pore: a program that tests the result

```python
"""Laplace pressure scale of a spherical pore in an elastic solid.

Result under test: a constant surface stress f on the wall of an empty
pore of radius R puts a radial tensile stress P = 2 f / R on the solid
at the wall. The mean stress in the solid is a different quantity: it
depends on the porosity and on the outer boundary of the cell.

Symbols: f surface stress, R pore radius, b outer radius of the cell,
phi = (R/b)**3 porosity, E Young modulus, nu Poisson ratio,
K bulk modulus, G shear modulus, u radial displacement.
Units: nm and GPa, so that f in GPa nm equals f in N/m.
Tensile stress is positive.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.integrate import quad


def moduli(E, nu):
    return E / (3 * (1 - 2 * nu)), E / (2 * (1 + nu))


def sphere_area_volume(R):
    area = quad(lambda t: 2 * np.pi * R * np.sin(t) * R, 0, np.pi)[0]
    volume = quad(lambda t: np.pi * (R * np.sin(t))**2 * R * np.sin(t),
                  0, np.pi)[0]
    return area, volume


def cylinder_area_volume(R):
    """Lateral area and volume per unit length."""
    area = quad(lambda t: R, 0, 2 * np.pi)[0]
    volume = quad(lambda t: R**2 / 2, 0, 2 * np.pi)[0]
    return area, volume


def pressure_from_virtual_work(shape, f, R):
    step = 1e-4 * R
    area_hi, vol_hi = shape(R + step)
    area_lo, vol_lo = shape(R - step)
    return f * (area_hi - area_lo) / (vol_hi - vol_lo)


def minimise_energy(f, R, phi, E, nu, clamped, degree=40):
    """Minimise elastic energy plus f times the first-order area change.

    The displacement is a free Chebyshev series; the wall traction is
    not imposed. Energies are divided by 4 pi.
    """
    K, G = moduli(E, nu)
    lam = K - 2 * G / 3
    b = R / phi**(1 / 3)
    half = (b - R) / 2
    n = degree + 1
    deriv_matrix = np.array([
        np.pad(cheb.chebder(row), (0, n))[:n] for row in np.eye(n)])

    def basis(x):
        value = cheb.chebvander(x, degree)
        slope = value @ deriv_matrix.T / half
        return value, slope

    x, w = np.polynomial.legendre.leggauss(120)
    r = R + half * (x + 1)
    value, slope = basis(x)
    hoop = value / r[:, None]
    trace = slope + 2 * hoop
    weight = (w * half * r**2)[:, None]
    H = (lam * trace.T @ (weight * trace)
         + 2 * G * (slope.T @ (weight * slope)
                    + 2 * hoop.T @ (weight * hoop)))
    ends, _ = basis(np.array([-1.0, 1.0]))
    load = -2 * f * R * ends[0]
    if clamped:
        system = np.block([[H, ends[1][:, None]],
                           [ends[1][None, :], np.zeros((1, 1))]])
        coeff = np.linalg.solve(system, np.append(load, 0.0))[:n]
    else:
        coeff = np.linalg.solve(H, load)

    xs = np.linspace(-1, 1, 41)
    rs = R + half * (xs + 1)
    value, slope = basis(xs)
    e_r = slope @ coeff
    e_t = value @ coeff / rs
    s_r = lam * (e_r + 2 * e_t) + 2 * G * e_r
    s_t = lam * (e_r + 2 * e_t) + 2 * G * e_t
    return {"radial": s_r[0], "hoop": s_t[0],
            "mean": (s_r + 2 * s_t) / 3,
            "wall_strain": e_t[0], "outer_strain": e_t[-1]}


def closed_form(f, R, phi, E, nu, clamped):
    K, G = moduli(E, nu)
    P = 2 * f / R
    if clamped:
        mean = 3 * K * P * phi / (3 * K * phi + 4 * G)
        wall = -P * (1 - phi) / (3 * K * phi + 4 * G)
        return {"radial": P, "hoop": (3 * mean - P) / 2, "mean": mean,
                "wall_strain": wall, "outer_strain": 0.0}
    solid = 1 - phi
    return {"radial": P,
            "hoop": -P * (1 + 2 * phi) / (2 * solid),
            "mean": -P * phi / solid,
            "wall_strain": -P / solid * (phi / (3 * K) + 1 / (4 * G)),
            "outer_strain": -P * phi / solid
            * (1 / (3 * K) + 1 / (4 * G))}


f, R = 0.3, 1.0
E, nu, phi = 20.0, 0.25, 0.25
K, G = moduli(E, nu)
radii = [0.5, 1.0, 2.0, 5.0]

# Virtual work with numerically integrated areas and volumes
for radius in radii:
    p_sphere = pressure_from_virtual_work(sphere_area_volume, f, radius)
    p_cyl = pressure_from_virtual_work(cylinder_area_volume, f, radius)
    assert abs(p_sphere / (2 * f / radius) - 1) < 1e-6
    assert abs(p_cyl / (f / radius) - 1) < 1e-6

# Energy minimum against the closed forms, both outer boundaries
for porosity in (0.001, 0.1, 0.25, 0.5):
    for poisson in (0.1, 0.25, 0.4):
        for clamped in (False, True):
            found = minimise_energy(f, R, porosity, E, poisson, clamped)
            formula = closed_form(f, R, porosity, E, poisson, clamped)
            for name in formula:
                error = np.max(np.abs(found[name] - formula[name]))
                assert error < 1e-6, (name, porosity, poisson, error)

free = minimise_energy(f, R, phi, E, nu, False)
held = minimise_energy(f, R, phi, E, nu, True)
dilute = minimise_energy(f, R, 0.001, E, nu, False)
assert np.all(free["mean"] < 0) and np.all(held["mean"] > 0)

P = pressure_from_virtual_work(sphere_area_volume, f, R)
P_cyl = pressure_from_virtual_work(cylinder_area_volume, f, R)
R_deformed = R * (1 + free["wall_strain"])
P_deformed = pressure_from_virtual_work(sphere_area_volume, f, R_deformed)

print("INPUTS")
print(f"surface stress f = {f:.1f} N/m")
print(f"pore radius R = {R:.1f} nm")
print(f"Young modulus of skeleton = {E:.1f} GPa")
print(f"Poisson ratio of skeleton = {nu:.2f} (no unit)")
print(f"porosity = {phi:.2f} (no unit)")
print("DERIVED INPUTS")
print(f"bulk modulus K = {K:.2f} GPa")
print(f"shear modulus G = {G:.2f} GPa")
print(f"outer cell radius b = {R / phi**(1 / 3):.3f} nm")
print("LAPLACE SCALE")
print(f"spherical pore = {P:.3f} GPa = {1000 * P:.0f} MPa")
print(f"cylindrical pore, same f and R = {P_cyl:.3f} GPa")
for radius in radii:
    p = pressure_from_virtual_work(sphere_area_volume, f, radius)
    print(f"spherical pore of radius {radius:.1f} nm: {p:.3f} GPa")
print("CELL WITH FREE OUTER BOUNDARY (energy minimum)")
print(f"radial stress at wall = {free['radial']:+.3f} GPa")
print(f"hoop stress at wall = {free['hoop']:+.3f} GPa")
print(f"mean stress in skeleton = {free['mean'].mean():+.3f} GPa")
print(f"linear strain of pore wall = {100 * free['wall_strain']:+.3f} %")
print(f"linear strain of cell = {100 * free['outer_strain']:+.3f} %")
print(f"deformed pore radius = {R_deformed:.3f} nm")
print(f"Laplace scale at deformed radius = {P_deformed:.3f} GPa")
print("CELL WITH CLAMPED OUTER BOUNDARY (energy minimum)")
print(f"radial stress at wall = {held['radial']:+.3f} GPa")
print(f"hoop stress at wall = {held['hoop']:+.3f} GPa")
print(f"mean stress in skeleton = {held['mean'].mean():+.3f} GPa")
print(f"linear strain of pore wall = {100 * held['wall_strain']:+.3f} %")
print("NEARLY ISOLATED PORE, porosity 0.001, free outer boundary")
print(f"radial stress at wall = {dilute['radial']:+.4f} GPa")
print(f"hoop stress at wall = {dilute['hoop']:+.4f} GPa")
print(f"mean stress in skeleton = {dilute['mean'].mean():+.4f} GPa")
print("all tests passed")
```

Running it gives:

```
INPUTS
surface stress f = 0.3 N/m
pore radius R = 1.0 nm
Young modulus of skeleton = 20.0 GPa
Poisson ratio of skeleton = 0.25 (no unit)
porosity = 0.25 (no unit)
DERIVED INPUTS
bulk modulus K = 13.33 GPa
shear modulus G = 8.00 GPa
outer cell radius b = 1.587 nm
LAPLACE SCALE
spherical pore = 0.600 GPa = 600 MPa
cylindrical pore, same f and R = 0.300 GPa
spherical pore of radius 0.5 nm: 1.200 GPa
spherical pore of radius 1.0 nm: 0.600 GPa
spherical pore of radius 2.0 nm: 0.300 GPa
spherical pore of radius 5.0 nm: 0.120 GPa
CELL WITH FREE OUTER BOUNDARY (energy minimum)
radial stress at wall = +0.600 GPa
hoop stress at wall = -0.600 GPa
mean stress in skeleton = -0.200 GPa
linear strain of pore wall = -3.000 %
linear strain of cell = -1.125 %
deformed pore radius = 0.970 nm
Laplace scale at deformed radius = 0.619 GPa
CELL WITH CLAMPED OUTER BOUNDARY (energy minimum)
radial stress at wall = +0.600 GPa
hoop stress at wall = -0.086 GPa
mean stress in skeleton = +0.143 GPa
linear strain of pore wall = -1.071 %
NEARLY ISOLATED PORE, porosity 0.001, free outer boundary
radial stress at wall = +0.6000 GPa
hoop stress at wall = -0.3009 GPa
mean stress in skeleton = -0.0006 GPa
all tests passed
```
